\section*{Square-root decay of transverse energy in a harmonic planar channel}

\section{The decision and the model}

A calculation of a channelled ion's path must decide what to do with the transverse energy while the ion slows down. One choice is to reduce the total energy and hold the transverse energy fixed. The other is to let the stopping force act along the actual velocity, which also damps the sideways oscillation. In a harmonic channel with weak isotropic drag and small transverse energy, the choices differ by a factor of two in transverse energy once the total energy has fallen to one quarter. The theorem below gives the second rule. It describes friction alone; random scattering is a separate term, and the example shows how large that term can be.

Let $x$ be the distance from the midplane of a planar channel and $z$ the distance along it. A non-relativistic ion of mass $M$ has velocity components $v_x,v_z$, with $v_z>0$. The planes supply the potential energy $kx^2/2$, with $k>0$, and the medium supplies the drag $\mathbf F=-M\beta\mathbf v$, with the same constant $\beta>0$ in both directions. Thus
\begin{equation}
M\dot v_x=-kx-M\beta v_x,\qquad \dot v_z=-\beta v_z .
\label{eq:motion}
\end{equation}
Define
\begin{equation}
\omega=\sqrt{k/M},\quad \epsilon=\frac{\beta}{2\omega},\quad
E_x=\frac{Mv_x^2}{2}+\frac{kx^2}{2},\quad E_z=\frac{Mv_z^2}{2},
\end{equation}
and $E=E_x+E_z$. A bar denotes the average over a time window of length $T=2\pi/\omega$ centred on the stated time.

\section{The theorem}

\paragraph{Theorem.} Let $\epsilon<1$, and let $t_1<t_2$ be two times whose averaging windows lie within the motion. Then
\begin{equation}
\frac{1-\epsilon}{1+\epsilon}\le
\frac{\bar E_x(t_2)/\bar E_x(t_1)}{\sqrt{E_z(t_2)/E_z(t_1)}}
\le\frac{1+\epsilon}{1-\epsilon}.
\label{eq:theorem}
\end{equation}
If also $E_x/E\le\eta<1$ at both times, replacing $E_z$ by $E$ in the square root changes the middle quantity by a factor between $\sqrt{1-\eta}$ and $1/\sqrt{1-\eta}$. Hence, for weak damping and small transverse energy,
\begin{equation}
\bar E_x\propto\sqrt E\qquad(\epsilon\ll1,\ \eta\ll1).
\label{eq:law}
\end{equation}

The second condition matters: the square root belongs to the longitudinal energy, and passes to the total energy when the transverse share is small.

\paragraph{Why the power is one half.} The longitudinal energy is all kinetic, so drag removes it at the rate
\begin{equation}
\dot E_z=Mv_z\dot v_z=-M\beta v_z^2=-2\beta E_z .
\label{eq:ez}
\end{equation}
For the transverse energy, the spring terms cancel:
\begin{equation}
\dot E_x=v_x(-kx-M\beta v_x)+kxv_x=-M\beta v_x^2 .
\label{eq:ex}
\end{equation}
During one weakly damped cycle $x\simeq A\cos\omega t$. The kinetic energy is then $\tfrac12kA^2\sin^2\omega t$, whose average is $kA^2/4$, half of $E_x=kA^2/2$. So $M\overline{v_x^2}=\bar E_x$, and
\begin{equation}
\dot{\bar E}_x\simeq-\beta\bar E_x .
\label{eq:avg}
\end{equation}
Drag acts on motion and not on stored potential energy. The oscillator holds half its energy in the spring, so it loses energy at half the relative rate of the forward motion. The next lemma makes this argument precise.

\paragraph{Lemma 1.} The quantity
\begin{equation}
J=E_x+\frac{M\beta}{2}xv_x
\end{equation}
satisfies $\dot J=-\beta J$ for every $\beta$, and $J/\sqrt{E_z}$ is constant.

\paragraph{Proof.} By the product rule and (\ref{eq:motion}),
\begin{align}
\frac{d}{dt}\left(\frac{M\beta}{2}xv_x\right)
&=\frac{M\beta}{2}v_x^2+\frac{\beta}{2}x(-kx-M\beta v_x)\nonumber\\
&=\frac{M\beta}{2}v_x^2-\frac{\beta}{2}kx^2-\frac{M\beta^2}{2}xv_x .
\end{align}
Adding (\ref{eq:ex}) turns the first term into $-M\beta v_x^2/2$:
\begin{equation}
\dot J=-\beta\left(\frac{Mv_x^2}{2}+\frac{kx^2}{2}+\frac{M\beta}{2}xv_x\right)=-\beta J .
\end{equation}
Therefore $J\propto e^{-\beta t}$. Equation (\ref{eq:ez}) gives $E_z\propto e^{-2\beta t}$, so $\sqrt{E_z}\propto e^{-\beta t}$ and the ratio is constant.

\paragraph{Lemma 2.} At every instant $(1-\epsilon)E_x\le J\le(1+\epsilon)E_x$.

\paragraph{Proof.} From $(\sqrt M|v_x|-\sqrt k|x|)^2\ge0$ we have $Mv_x^2+kx^2\ge2\sqrt{Mk}\,|xv_x|$. Since $\sqrt{Mk}=M\omega$, this says $E_x\ge M\omega|xv_x|$. Hence
\begin{equation}
|J-E_x|=\frac{M\beta}{2}|xv_x|\le\frac{\beta}{2\omega}E_x=\epsilon E_x .
\end{equation}

\paragraph{Proof of the theorem.} Averaging the exponential of Lemma 1 gives
\begin{equation}
\bar J(t)=\frac{J(t)}{T}\int_{-T/2}^{T/2}e^{-\beta s}\,ds
=J(t)\,\frac{\sinh(\beta T/2)}{\beta T/2}.
\end{equation}
The last factor does not depend on $t$, so $\bar J(t_2)/\bar J(t_1)=J(t_2)/J(t_1)=\sqrt{E_z(t_2)/E_z(t_1)}$. Averaging Lemma 2 gives $\bar J/(1+\epsilon)\le\bar E_x\le\bar J/(1-\epsilon)$. Taking the ratio at the two times, with opposite bounds in numerator and denominator, yields (\ref{eq:theorem}). For the total energy write $E_z=E(1-E_x/E)$. The factor $1-E_x/E$ lies between $1-\eta$ and $1$ at each time, so the square root of the ratio of two such factors has the stated limits.

\section{Consequences and limits}

\paragraph{Transverse energy that is not small.} Add (\ref{eq:ez}) and (\ref{eq:avg}), and use $E_z=E-E_x$. For weak damping, with cycle averages understood,
\begin{equation}
\dot E=-2\beta(E-E_x)-\beta E_x=-\beta(2E-E_x),
\end{equation}
and therefore
\begin{equation}
\frac{d\ln E_x}{d\ln E}=\frac{-\beta}{-\beta(2E-E_x)/E}=\frac{E}{2E-E_x}.
\end{equation}
This tends to $1/2$ as $E_x/E\to0$. At $E_x/E=0.3$ it is $1/1.7=0.59$. While it is small, $E_x/E$ grows as $E^{-1/2}$ during slowing, so the approximation becomes worse as the ion slows, though for milliradian angles it starts from a very small error.

\paragraph{Amplitude and angle.} At a turning point $v_x=0$, so $J=E_x=kA^2/2$. At a midplane crossing $x=0$, so $J=E_x=Mv_x^2/2$, and the angle $\psi$ to the channel obeys $\tan\psi=|v_x|/v_z=\sqrt{E_x/E_z}$. Since $J\propto\sqrt{E_z}$,
\begin{equation}
A\propto E_z^{1/4},\qquad \tan\psi\propto E_z^{-1/4}.
\end{equation}
The oscillation narrows while the crossing angle opens. A growing angle is thus no sign of growing transverse energy: the forward velocity falls faster than the transverse velocity.

\paragraph{Dependence on depth.} Dividing $\dot v_z=-\beta v_z$ by $\dot z=v_z$ gives $dv_z/dz=-\beta$, so $v_z=v_0-\beta z$, where $v_0$ is the entrance value. As $\sqrt{E_z}\propto v_z$,
\begin{equation}
\bar E_x(z)\simeq \bar E_x(0)\left(1-\frac{\beta z}{v_0}\right).
\label{eq:depth}
\end{equation}
Friction removes transverse energy at a constant rate per unit depth.

\section{Which assumptions fix the exponent}

Let the drag rates $\beta_x$ and $\beta_z$ differ or vary, still with weak damping and $E_x\ll E$. The cycle-averaged losses are $M\overline{\beta_xv_x^2}$ and $2\overline{\beta_z}E$, so the local exponent is
\begin{equation}
n=\frac{d\ln\bar E_x}{d\ln E}=\frac{M\,\overline{\beta_xv_x^2}}{2\,\overline{\beta_z}\,\bar E_x}.
\label{eq:n}
\end{equation}

\emph{Anisotropic drag.} If $\beta_x=r\beta_z$, both independent of position, then $M\overline{v_x^2}=\bar E_x$ gives $n=r/2$. Purely longitudinal drag, $r=0$, leaves the transverse energy unchanged. That is what a calculation assumes when it lowers $E$ alone.

\emph{Another speed dependence.} If the drag is antiparallel to $\mathbf v$ and $\beta$ depends on speed, the speed is nearly constant over a cycle because $E_x\ll E$. The rate cancels in (\ref{eq:n}) and $n=1/2$ remains. Proportionality to velocity is sufficient, but not necessary. With the stopping force $S=M\beta v$, the friction term for any such law is
\begin{equation}
\left.\frac{d\bar E_x}{dz}\right|_{\rm friction}=-\frac{\beta\bar E_x}{v}=-\frac{S\bar E_x}{Mv^2}=-\frac{S\bar E_x}{2E}.
\label{eq:cool}
\end{equation}

\emph{Drag that rises towards the planes.} Take $\beta_x=\beta_z=\beta_0(1+sx^2)$ and $x=A\cos\phi$. The averages $\overline{\sin^2\phi}=1/2$ and $\overline{\sin^2\phi\cos^2\phi}=1/8$ give
\begin{align}
M\overline{\beta_xv_x^2}&=M\beta_0A^2\omega^2\left(\frac12+\frac{sA^2}{8}\right)
=\beta_0\bar E_x\left(1+\frac{sA^2}{4}\right),\\
n&=\frac12\,\frac{1+sA^2/4}{1+sA^2/2}.
\end{align}
The extra drag acts mostly near the turning points, where $v_x$ is small but $v_z$ is not. It therefore slows the forward motion more than it damps the oscillation, and $n<1/2$.

\emph{Anharmonic well.} With constant isotropic drag and potential energy $U(x)$ measured from its minimum, (\ref{eq:n}) becomes $n=\bar K_x/\bar E_x$, where $K_x=Mv_x^2/2$. Over an undamped cycle the average of $d(xv_x)/dt$ vanishes, so $M\overline{v_x^2}=\overline{xU'}$. For $U\propto x^4$ this reads $2\bar K_x=4\bar U$, which gives $n=2/3$. A wall that steepens faster than a parabola raises the exponent.

\section{Arsenic in a planar channel of CdTe}

\paragraph{The well.} Take arsenic, a p-type dopant in CdTe, entering the wide $\{111\}$ channel at $600$ keV with amplitude $A_0=0.04$ nm. The rough lattice constant $a=0.65$ nm gives a channel width $d=3a/(4\sqrt3)=0.281$ nm and $\sigma=4/(\sqrt3a^2)=5.47$ atoms per nm$^2$ in each plane. Both sublattices are given the mean atomic number $50$.

The ion--atom energy is the Moli\`ere form $V(r)=(C/r)\sum_i\alpha_ie^{-b_ir/a_s}$, with $C=33\times50\,e^2/(4\pi\varepsilon_0)$, $\alpha_i=(0.10,0.55,0.35)$ and $b_i=(6,1.2,0.3)$. The screening length is $a_s=0.8853\,a_B/(\sqrt{33}+\sqrt{50})^{2/3}=0.00855$ nm, where $a_B$ is the Bohr radius. Smearing the atoms over a plane at distance $s$, and using $\rho\,d\rho=r\,dr$, gives
\begin{equation}
U_1(s)=2\pi\sigma C\sum_i\alpha_i\int_s^\infty e^{-b_ir/a_s}dr
=2\pi\sigma Ca_s\sum_i\frac{\alpha_i}{b_i}e^{-b_is/a_s}.
\end{equation}
Summing $U_1''$ at the midplane over the planes at $\pm d/2$ and $\pm5d/6$ gives $k=1.494\times10^4$ eV/nm$^2$. The digits here and below only let the arithmetic be followed: the inputs are rough, and averaging the plane potential over thermal displacements, omitted here, would raise $k$ by about $13\,\%$ at $300$ K. The midplane lies about $16$ screening lengths from the atoms, where screening functions differ: the universal (ZBL) form lowers $k$ by about $15\,\%$. The entrance transverse energy is
\begin{equation}
E_{x0}=\tfrac12(1.494\times10^4)(0.04)^2=11.95\ \text{eV}.
\end{equation}

\paragraph{The slowing.} A mass of $75$ u gives $v_0=1.24\times10^6$ m/s and $\omega=1.39\times10^{14}$ s$^{-1}$. For an assumed rough stopping force of $400$ eV/nm at entrance, $\beta=S/(Mv_0)=4.14\times10^{11}$ s$^{-1}$, so $\epsilon=1.5\times10^{-3}$. The longitudinal energy falls to one quarter when $e^{-2\beta t}=1/4$, at $t=\ln2/\beta=1.67$ ps, after about $37$ oscillations. The path is $v_0/(2\beta)=1500$ nm.

Friction alone then halves the transverse energy to $5.97$ eV. The amplitude falls by the factor $4^{-1/4}$ to $0.0283$ nm, while the midplane angle rises from $4.46$ to $6.31$ mrad. The cooling rate is $400\times11.95/(2\times600\,000)=0.0040$ eV/nm, constant with depth as (\ref{eq:depth}) requires.

\paragraph{Shape of the well and of the drag.} At $0.04$ nm the summed plane potential is $14.0$ eV above its minimum, against $11.95$ eV for the parabola. Numerical averaging over the undamped orbit in that potential gives $n=0.528$. A drag assumed to be $50\,\%$ higher at the turning point, $sA^2=0.5$, gives $n=0.45$ in the harmonic well. If each exponent is held fixed while $E$ falls by four, the remaining fraction of transverse energy is $0.48$ or $0.54$ instead of $0.50$. These are modest corrections.

\section{The scattering left out}

\paragraph{Electrons.} Model the valence electrons as a degenerate free gas with Fermi momentum $p_F$ and Fermi speed $v_F$. Assume, for a simple estimate, that the slow heavy ion scatters them isotropically. A transfer $\mathbf q$ gives an electron the energy $\mathbf q\cdot\mathbf v$, which must be positive, and the number of electrons able to make the jump is proportional to that energy. Let $\mu$ be the cosine between $\mathbf q$ and $\mathbf v$. With a common prefactor $c$, the drag power $P$ and the growth rate $D$ of the mean squared transverse momentum are
\begin{align}
P&=c\,v^2\langle q^2\rangle\int_0^1\mu^2d\mu=\frac{c\,v^2\langle q^2\rangle}{3},\\
D&=c\,v\langle q^3\rangle\int_0^1\frac{1-\mu^2}{2}\,\mu\,d\mu=\frac{c\,v\langle q^3\rangle}{8}.
\end{align}
For isotropic scattering through angle $\theta$, $q^2=2p_F^2(1-\cos\theta)$ with $\cos\theta$ uniform, so $q$ has weight $q\,dq$ up to $2p_F$. Then $\langle q^3\rangle/\langle q^2\rangle=8p_F/5$ and $D=0.6\,p_FP/v$. Heating is $D/(2M)$ and $P=M\beta v^2$; dividing by the cooling rate $\beta\bar E_x$ gives
\begin{equation}
\frac{\text{heating}}{\text{cooling}}=\frac{0.3\,p_Fv}{\bar E_x}.
\end{equation}
With $32$ valence electrons per cubic cell, $p_F/\hbar=(3\pi^2\cdot32/a^3)^{1/3}=15.1$ nm$^{-1}$, and the ratio is $0.31$. In this low-speed limit it keeps that value along the friction solution because $v$ and $\bar E_x$ both scale as $\sqrt E$. Since $v/v_F=0.71$ at entrance, the estimate is rough: the same model with finite-speed kinematics gives about $0.33$ at entrance and $0.32$ at the end point, and a drag rate $\beta$ at entrance about $19\,\%$ above its low-speed value.

\paragraph{Thermally displaced atoms.} An atom passed at transverse separation $(x,y)$ gives the impulse $-v^{-1}\partial_x\Phi$, where $\Phi=\int V\,dz$. For a direction well away from the low-index atomic rows of the plane, the mean impulses add up to the smooth channel potential and the variance heats the ion. Within about a degree of a $\langle110\rangle$ or $\langle112\rangle$ row the smeared plane fails, and even a static lattice changes $E_x$ by tens of eV or more within $200$ nm. With independent Gaussian displacements, each of the two neighbouring planes contributes
\begin{equation}
\left.\frac{d\bar E_x}{dz}\right|_{\rm lattice}
=\frac{\sigma}{2Mv^2}\int dy\;\overline{\mathrm{Var}(\partial_x\Phi)} ,
\end{equation}
where the bar averages over the orbit. Gauss--Hermite quadrature over the displacements, with rough root-mean-square values per axis of $0.014$ nm at $300$ K and $0.0075$ nm at $77$ K, gives total heating rates of $0.070$ and $0.015$ eV/nm at entrance. These are about $18$ and $3.7$ times the friction cooling of the parabolic model. At the end point of the friction solution the ratios are about $35$ and $7$. The entrance ratios fall to about $12$ and $2.8$ when orbit and cooling are taken in the thermally averaged plane potential instead of the parabola, and to about $9$ and $2$ when ZBL screening is used as well; they stay above one.

\paragraph{Reading for a real implant.} Energies of hundreds of keV are within the range of ion implantation; the stopping force is an assumption and not a measured channelled value. Of the assumptions examined here, the absence of random scattering is the one that clearly fails. In this model the net transverse energy, averaged over many ions, rises at both temperatures, so $5.97$ eV is no prediction for a real ion. At the entrance heating rate for $300$ K, the mean over many ions would gain another $12$ eV in about $170$ nm, roughly three oscillations. For the mean the actual distance is shorter, near $100$ nm, because the heating rate grows with the amplitude and a minority of ions is driven towards the planes. The distribution is broad and skewed: the median ion gains only about $6$ eV over $170$ nm. Because lattice heating does not depend on $S$, doubling the stopping force would halve the ratio of $18$ and leave heating dominant. Nuclear energy loss, crystal damage and changes of charge state are also left out.

For a nearly harmonic channel with nearly uniform, isotropic drag and small transverse energy, the square-root law therefore supplies the friction term (\ref{eq:cool}) of a transverse-energy balance. It gives the net transverse energy when the heating terms, evaluated for the ion and crystal in hand, are small beside that term.
